# When do recoils below the displacement threshold damage silicon?

## Question

I am working on a damage model for ion implantation into silicon. The collision part follows each recoil and compares the energy $T$ it received with a displacement threshold $E_d$ of about 15 eV. If $T\ge E_d$, a displacement is counted. If $T<E_d$, the energy is written off as lattice vibration.

In the dense cascade of a heavy ion, many neighbouring atoms receive several eV each, within a very short time. Every one of these transfers is below threshold, so my model adds no damage. I see two arguments:

- Each atom lacks the energy to leave its site, so the sum of many such events should still be zero.
- The total energy can be far above $E_d$, so something should happen.

Which is right? If the second is, should I simply lower $E_d$?

## Answer

The first argument assumes that the events are independent, and in a dense cascade they need not be. The second looks at the total energy, which is not the deciding quantity either. A better guide is how much energy per atom builds up in a connected region before it can spread away. Lowering $E_d$ does not supply that information.

### What the count leaves out

For transfers $T_k$, the rule you describe is

$$
N_{\rm count}=\sum_k\theta(T_k-E_d),
$$

where $\theta$ is 1 if its argument is zero or positive, and 0 otherwise. The expression contains neither the positions of the struck atoms nor the times of the transfers. It gives the same answer for 32 transfers to neighbours and for 32 transfers scattered through the crystal.

The threshold itself belongs to a particular situation: one atom is struck while its neighbours stand near their sites and push it back. If the neighbours are moving too, the restoring forces are different. A single bond, treated as a spring of stiffness $k$, shows why energies of separate displacements cannot be added. For displacements $u_1,u_2$ along the bond,

$$
U=\tfrac12k(u_1-u_2)^2 .
$$

Moving each end by $u$ separately costs $\tfrac12ku^2+\tfrac12ku^2=ku^2$. Moving both ends together in the same direction costs zero, and moving them in opposite directions costs $\tfrac12k(2u)^2=2ku^2$. Joint motion can therefore be easier or harder than the sum suggests. A harmonic spring cannot produce lasting disorder, so whether disorder survives has to be found with a potential that lets bonds break and re-form.

### How much energy per atom is needed?

A first estimate comes from heat. A classical harmonic solid holds $\tfrac32k_BT$ of kinetic and $\tfrac32k_BT$ of potential energy per atom. Heating it from a cold start to the melting temperature $T_m$ and supplying the latent heat $L$ takes

$$
\varepsilon_c=3k_BT_m+L .
$$

With the rough values $T_m=1700$ K and $L=0.50$ eV per atom, this is $0.44+0.50\approx0.94$ eV per atom.

Now let the energy per atom, $\varepsilon(\mathbf r,t)$, spread by diffusion with constant $D$:

$$
\frac{\partial\varepsilon}{\partial t}=D\nabla^2\varepsilon .
$$

At a spatial maximum $\nabla^2\varepsilon\le0$, so the maximum cannot grow. If a region starts with energy $e_0<\varepsilon_c$ per atom in a cold crystal, no part of it ever reaches $\varepsilon_c$ in this model, however many atoms were struck. Crowding alone is not enough.

For larger $e_0$, take a Gaussian source of total energy $Q$ in a crystal with $n$ atoms per volume:

$$
\varepsilon(r,t)=\frac{Q}{n\pi^{3/2}w^3}\,e^{-r^2/w^2},
\qquad w^2=s^2+4Dt .
$$

The prefactor follows from $\int e^{-r^2/w^2}d^3r=\pi^{3/2}w^3$, so that $n\int\varepsilon\,d^3r=Q$. To see that this solves the diffusion equation, write $W=w^2$ and take one Cartesian factor, $f=W^{-1/2}e^{-x^2/W}$. Then

$$
\frac{\partial f}{\partial W}=\left(-\frac1{2W}+\frac{x^2}{W^2}\right)f,
\qquad
\frac{\partial^2f}{\partial x^2}=\left(-\frac2W+\frac{4x^2}{W^2}\right)f
=4\frac{\partial f}{\partial W}.
$$

Since $dW/dt=4D$, we have $\partial f/\partial t=D\,\partial^2f/\partial x^2$, and the product of three such factors solves the equation in three dimensions.

At fixed $r$ the energy first rises and then falls. The turning point follows from

$$
\frac{\partial\ln\varepsilon}{\partial W}=-\frac{3}{2W}+\frac{r^2}{W^2}=0
\quad\Rightarrow\quad W=\frac{2r^2}{3}.
$$

The derivative is positive for smaller $W$ and negative for larger $W$, so this is a maximum. It occurs after the start if $2r^2/3\ge s^2$. Inserting it gives

$$
\varepsilon_{\max}(r)=\frac{Q}{n\pi^{3/2}}\left(\frac{3}{2r^2}\right)^{3/2}e^{-3/2}
=\frac{Q}{nr^3}\left(\frac{3}{2\pi e}\right)^{3/2}.
$$

Setting this equal to $\varepsilon_c$ defines a radius $r_h$. The number of atoms inside it, those that were at some time above $\varepsilon_c$, is

$$
N_{\rm hot}=\frac{4\pi}{3}nr_h^3
=\frac{4\pi}{3}\left(\frac{3}{2\pi e}\right)^{3/2}\frac{Q}{\varepsilon_c}
\approx0.308\,\frac{Q}{\varepsilon_c},
\qquad r_h^2\ge\tfrac32s^2 .
$$

The constant $D$ has dropped out: it sets how fast the heat spreads, not how far the critical level reaches.

### Why hot atoms are still not damage

The last formula is linear in $Q$. Applied literally to 32 separate transfers, it gives the same total as for one compact group. It cannot by itself explain a difference between them, and for a source of one atom a continuum temperature has little meaning anyway.

The duration does distinguish them. Let $N$ struck atoms fill a sphere of radius $R$, each with the same $e_0$. If lengths are measured in $R$ and times in $R^2/D$, the diffusion problem is the same for every $N$. Since $R\propto N^{1/3}$, the time spent hot scales as

$$
t_{\rm hot}\propto\frac{R^2}{D}\propto N^{2/3}.
$$

Extended down to a single atom, where it can only be a rough guide, this scaling suggests that a group of 32 atoms stays hot roughly $32^{2/3}\approx10$ times longer than one atom. The hot atoms also form one connected region instead of many small ones. It is plausible that both help disorder to develop before the surrounding crystal restores order, but the diffusion equation has no crystal structure and cannot decide the matter.

### Following the atoms

I therefore compared arrangements by classical molecular dynamics, $m\ddot{\mathbf r}_i=-\partial U/\partial\mathbf r_i$, using the Stillinger-Weber potential for silicon:

$$
U=\sum_{i<j}v_2(r_{ij})+\epsilon\lambda\sum_i\sum_{j<k}
g(r_{ij})\,g(r_{ik})\left(\cos\theta_{jik}+\tfrac13\right)^2 ,
$$

$$
v_2=\epsilon A\left[B\left(\frac{\sigma}{r}\right)^4-1\right]e^{1/(r/\sigma-a)},
\qquad g=e^{\gamma/(r/\sigma-a)} .
$$

Both functions vanish for $r\ge a\sigma$, and the constants are the standard ones for silicon. Here $\epsilon$ is the energy scale of the potential, not the local energy $\varepsilon$. The angular term is zero at the tetrahedral angle, where $\cos\theta=-1/3$, and penalises other angles. Bonds can break and re-form.

The periodic crystal has 1000 atoms, an edge of 2.715 nm and starts cold. Thirty-two atoms receive $T=6$ eV each, as velocities $v=\sqrt{2T/m}$ in random directions, arranged in opposite pairs so that the total momentum is zero. The total is $Q=32\times6=192$ eV.

In the crowded case the struck atoms are the 32 nearest to a point. With lattice constant $a_0=0.5431$ nm and eight atoms per cubic cell, $n=8/a_0^3$, and the equivalent radius is

$$
R=\left(\frac{3\times32}{4\pi n}\right)^{1/3}=0.535\ \text{nm}.
$$

In the dispersed case the same 32 velocity vectors go to atoms at least 0.706 nm apart. Each vector stays on the same sublattice, because the bonds around the two sublattices point in opposite directions. Number, energy and directions of the recoils, crystal and simulated time are thus held fixed, and only the placement changes.

After 1200 fs the atoms are relaxed to a potential minimum, which removes vibration. Two quantities measure what remains: the stored energy $U_{\min}-U_{\rm perfect}$, and the number of atoms farther than 0.045 nm from every lattice site. Two atoms that have merely exchanged sites count as no damage.

| Recoils | Stored energy (eV) | Off-site atoms |
|---|---:|---:|
| 6 eV, crowded, first directions | 19 | 30 |
| 6 eV, crowded, second directions | 23 | 38 |
| 6 eV, dispersed, first directions | 0.00 | 0 |
| 3 eV, crowded, first directions | 0.00 | 0 |
| 0.5 eV, crowded, first directions | 0.00 | 0 |

The threshold count is zero in every row. For the dispersed recoils that is correct. For the crowded 6 eV recoils it misses a disordered pocket. The energy error of the first crowded run was 0.4 eV, or 0.2% of the deposited energy, small beside the 19 eV stored.

The off-site atoms should not be read as 30 or 38 separate vacancy-interstitial pairs. The criterion also catches atoms shifted within a distorted network. For the same reason they should not be set directly against the Norgett-Robinson-Torrens (NRT) estimate, $0.8Q/(2E_d)=0.8\times192/30\approx5$ displacements. That estimate answers another question: what one primary recoil carrying all 192 eV would produce.

### What the energy dependence says

For the 6 eV group the compact-source formula gives $0.308\times192/0.94\approx63$ hot atoms. A numerical solution for a uniformly heated sphere gives 67, so the finite source matters little here.

The formula's condition can be checked by matching the mean square radius of the Gaussian, $\tfrac32s^2$, to that of the sphere, $\tfrac35R^2$. The condition becomes $r_h^2\ge0.6R^2$. Since $(r_h/R)^3=63/32$, we have $r_h^2\approx1.6R^2$, and it is met.

At 0.5 eV per atom the formula would give $0.308\times16/0.94\approx5$ hot atoms. But then $r_h^2\approx0.3R^2$, outside its range. The right answer for the sphere is zero, because $0.5<0.94$ eV. The atomistic run also shows no damage.

The 3 eV case is the instructive one. The finite-sphere estimate gives 38 hot atoms, yet with these directions nothing remains after relaxation. By this estimate, exceeding $\varepsilon_c$ for a moment does not guarantee surviving disorder. This zero is not typical, however. Of three further sets of directions at 3 eV, two left damage at 1200 fs (12 eV with 16 off-site atoms, and 5 eV with 5) and one left none.

One difference from the 6 eV case can be estimated. At the centre of the matched Gaussian, the energy falls to $\varepsilon_c$ when

$$
w^2=\left(\frac{Q}{n\pi^{3/2}\varepsilon_c}\right)^{2/3}
=\left(\frac{4}{3\sqrt\pi}\frac{e_0}{\varepsilon_c}\right)^{2/3}R^2 ,
$$

where $Q=\tfrac{4\pi}{3}nR^3e_0$ was used. Subtracting the initial $s^2=0.4R^2$ gives $4Dt=2.4R^2$ for 6 eV and $1.4R^2$ for 3 eV. The centre stays hot about 1.8 times as long in the 6 eV case. The shorter hot time may have helped this 3 eV group to recover, but these runs do not isolate it from the lower peak energy or from the particular choice of directions.

For this group of 32 atoms and the first directions, 3 eV per struck atom left no damage and 6 eV did. This does not make 3 eV a safe lower limit. The outcome can depend on the directions as well as on the group size, so a useful damage law should give a probability or an average over many sets of directions.

### Must the transfers be simultaneous?

They must overlap enough for energy to build up. To examine this, I gave the crowded atoms their 6 eV recoils one at a time, 150 fs apart. So that heat would not accumulate in the small box, atoms beyond 1.0 nm from the centre were damped, with a kinetic-energy decay time of 200 fs. The reference had the same damping but all recoils at once.

Together, the recoils left 14 eV and 26 off-site atoms. One by one, they left 0.00 eV and none.

The interval can be set beside the cooling time. In the undamped crowded run, the mean kinetic temperature of the struck atoms fell below 1700 K after about 820 fs (about 800 to 1000 fs with other directions or a larger box). During such a time the sequence delivers $820/150\approx5.5$ recoils, or 33 eV. Shared among 32 atoms this is about 1 eV each, below both the 6 eV that left damage when given at once and the 3 eV that sometimes did. That fits the absence of damage, but it does not show how far apart the transfers may be: I did not test intervals between zero and 150 fs.

One reservation applies. The sequence lasts at least $32\times150=4800$ fs, against 1200 fs for the reference, so early damage had more time to heal, and healing on this time scale is large (see below). The two zeros of the one-by-one run therefore cannot be credited to lack of overlap alone. The crowded and dispersed runs do not have this difference.

### How far this carries over to an implant

The example is a model of crowding, not a piece of a computed cascade. An average of 6 eV over 32 neighbouring atoms is probably more than a single arsenic or antimony ion of a few keV deposits in a region of this size. The runs therefore do not show whether, or how often, such an ion leaves damage in this way. A real cascade has a broad spectrum of transfers, spread over time and mixed with recoils above threshold. Thirty-two equal and simultaneous transfers are an idealisation. The 15 eV threshold is a rough customary value, and $\varepsilon_c$ uses rough properties of real silicon, not the melting properties of this potential.

One sizeable neglected effect is energy loss to electrons. If the stopping cross-section is proportional to speed, $S=Kv$, then

$$
\frac{dE}{dt}=-nSv=-nKv^2=-\frac{2nK}{m}E,
\qquad \tau=\frac{m}{2nK}.
$$

The Lindhard estimate of $K$ gives $\tau\approx430$ fs. Applied to every atom, it reduces the first crowded result from 19 to 9 eV and from 30 to 11 off-site atoms. This is a deliberately strong version, since it extends the law to thermal speeds in a material with a band gap. In this one run the pocket becomes smaller but does not vanish.

Starting near room temperature, at 308 K, gives 23 eV and 41 atoms. This is close to the second set of directions in a cold crystal, so one run cannot establish a temperature trend. The same caution applies to the change from 19 to 14 eV seen when the outer atoms are damped. Zero-point motion, absent from classical dynamics, would hold roughly 0.06 eV per atom, small beside 6 eV.

The small periodic box also lets no heat escape, so the crystal ends hotter than a large one would. The final temperatures were 618 K for the crowded run and 787 K for the dispersed one. In the harmonic estimate $3Nk_B\Delta T$, with $N=1000$, the 169 K difference corresponds to about 44 eV, more than the 19 eV stored after relaxation. These are temperatures at a single instant, and they fluctuate as energy passes between motion and bonds. The 787 K is itself above the 743 K that 192 eV would give in the same estimate, so the instantaneous difference should not be read as stored energy. Averaging removes the mismatch: for other sets of directions, temperatures averaged over the last 300 fs were 659 K and 725 K, a gap of 17 eV that matches the 17 eV stored in that crowded run. The tabulated pockets were followed for only 1200 fs, and they are still healing then. With a further set of directions, the damage fell from 17 eV and 22 off-site atoms at 1200 fs to 6 eV and 9 atoms at 3000 fs, in a box near 700 K. The box size mattered less: 1728 atoms gave 16.5 eV and 24 atoms at 1200 fs. Later healing, up to the hours after an implant, is outside the calculation. The numbers are thus evidence for the mechanism, not a damage yield to put into a simulator.

### What to change in your model

Do not just lower $E_d$. With $E_d=6$ eV your rule would count 32 displacements in both arrangements. It would then report damage in the dispersed case, where none remained.

Keep the subthreshold energy together with its place and time instead. Within one cascade, add the energy that reaches a small region before it can cool, and divide by the number of atoms there. Let the damage law depend on this local energy and, probably, on the size of the region, which I did not vary here. Any lower limits, and the amount of damage produced, need calibration by atomistic runs over several group sizes, energies and many sets of directions. For isolated transfers in intact crystal, the ordinary threshold rule can stay as an approximation. The real threshold depends on the direction of the recoil, so a transfer just above 15 eV does not always leave a displacement.

The numerical output below gives the individual values for the main runs.

## Computed results

```
Atoms in periodic crystal: 1000 atoms
Crystal edge: 2.715 nm
Lattice constant: 0.5431 nm
Time step: 1.5 fs
Simulated time before relaxation: 1200 fs
Number of transfers: 32 transfers
Energy per transfer: 6.0 eV
Total deposited energy: 192.0 eV
Rough isolated threshold: 15.0 eV
Binary-collision count: 0 displacements
NRT count if one primary had all the energy: 5.12 displacements
Radius of struck group: 0.535 nm
Smallest spacing of dispersed recoils: 0.706 nm
Rough melting temperature used: 1700 K
Rough latent heat used: 0.50 eV/atom
Rough energy to heat and melt: 0.939 eV/atom
Heat-spreading coefficient: 0.3084 (dimensionless)
Compact-source hot atoms, 6 eV case: 63.0 atoms
Finite-sphere hot atoms, 6.0 eV each: 66.5 atoms
Finite-sphere hot atoms, 3.0 eV each: 38.2 atoms
Finite-sphere hot atoms, 0.5 eV each: 0.0 atoms
Energy drift of crowded run: 0.396 eV
Core cooling time to melting temperature: 822 fs
Final temperature, crowded: 618 K
Final temperature, dispersed: 787 K
Crowded 6 eV, directions 1: stored 18.96 eV, off-site 30 atoms
Crowded 6 eV, directions 2: stored 22.60 eV, off-site 38 atoms
Dispersed 6 eV, directions 1: stored 0.00 eV, off-site 0 atoms
Crowded 3 eV, directions 1: stored 0.00 eV, off-site 0 atoms
Crowded 0.5 eV, directions 1: stored 0.00 eV, off-site 0 atoms
Heat sink begins at radius: 1.00 nm
Heat-sink kinetic-energy decay time: 200 fs
Interval in one-by-one run: 150 fs
With sink, all together: stored 14.12 eV, off-site 26 atoms
With sink, one by one: stored 0.00 eV, off-site 0 atoms
Electronic kinetic-energy decay time: 433 fs
Crowded with electronic friction: stored 8.96 eV, off-site 11 atoms
Warm crystal temperature before recoils: 308 K
Crowded in warm crystal: stored 23.26 eV, off-site 41 atoms
Zero-point energy, rough Debye temperature 640 K: 0.062 eV/atom
```
